# Non-Abelian Berry curvature of heavy and light holes: verification in Python

```python
"""
Result under test: for a degenerate level with orthonormal frame u_n(k),
  A_i = i <u_m|d_i u_n>,   F_ij = d_i A_j - d_j A_i - i [A_i, A_j]
is gauge covariant (F -> U^+ F U), and for the spherical Luttinger model
  H = hbar^2/(2 m0) [(g1 + 5 g2/2) k^2 - 2 g2 (k.J)^2],  J = 3/2, g2 > 0,
the curvature operator is  c * eps_ijl k_l/k^3 * (k.J/|k|) * P
with c = -1 for heavy holes and c = +3 for light holes.
P projects on the level; k is in 1/nm, energy in eV, curvature in nm^2.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import hbar, m_e, e

# spin-3/2 matrices, basis m = 3/2, 1/2, -1/2, -3/2
m = np.array([1.5, 0.5, -0.5, -1.5])
Jplus = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1).astype(complex)
Jx = (Jplus + Jplus.conj().T) / 2
Jy = (Jplus - Jplus.conj().T) / 2j
Jz = np.diag(m).astype(complex)
J = [Jx, Jy, Jz]
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
one4 = np.eye(4)
unit = hbar**2 / (2 * m_e) / e * 1e18      # hbar^2/(2 m0) in eV nm^2
g1, g2 = 7.0, 2.0
k0 = np.array([0.1, 0.2, 0.2])
knorm = np.linalg.norm(k0)
planes = [(0, 1, 2), (1, 2, 0), (2, 0, 1)]  # (i, j, l) with eps_ijl = 1
columns = {"heavy": [0, 3], "light": [1, 2]}
factor = {"heavy": -1.0, "light": 3.0}


def dag(M):
    return M.conj().T


def kdotJ(k):
    return sum(k[i] * J[i] for i in range(3))


def hamiltonian(k, a=g1, b=g2):
    kJ = kdotJ(k)
    return unit * ((a + 2.5 * b) * (k @ k) * one4 - 2 * b * kJ @ kJ)


def projector(k, band):
    vectors = np.linalg.eigh(hamiltonian(k))[1]
    V = vectors[:, :2] if band == "heavy" else vectors[:, 2:]
    return V @ dag(V)


def rotation(theta, phi):
    return expm(-1j * phi * Jz) @ expm(-1j * theta * Jy)


def orthonormal(M):
    u, _, vh = np.linalg.svd(M, full_matrices=False)
    return u @ vh


reference = rotation(0.6, 0.5)             # fixed vectors that set a smooth gauge


def frame_of(band):
    ref = reference[:, columns[band]]
    return lambda k: orthonormal(projector(k, band) @ ref)


def partial(f, q, i, h):
    d = np.zeros(len(q))
    d[i] = h
    return (8 * (f(q + d) - f(q - d)) - f(q + 2 * d) + f(q - 2 * d)) / (12 * h)


def connection(frame, q, i, h):
    return 1j * dag(frame(q)) @ partial(frame, q, i, h)


def curvature_parts(frame, q, i, j, h):
    """Derivative part and commutator part of F_ij from the definition."""
    derivative = (partial(lambda p: connection(frame, p, j, h), q, i, h)
                  - partial(lambda p: connection(frame, p, i, h), q, j, h))
    Ai, Aj = connection(frame, q, i, h), connection(frame, q, j, h)
    return derivative, -1j * (Ai @ Aj - Aj @ Ai)


def predicted(k, band, l):
    kn = np.linalg.norm(k)
    return factor[band] * k[l] / kn**4 * kdotJ(k) @ projector(k, band)


def sum_over_states(k, band, i, j, a, b):
    """Curvature operator from matrix elements of dH/dk."""
    E, V = np.linalg.eigh(hamiltonian(k, a, b))
    inside, outside = ([0, 1], [2, 3]) if band == "heavy" else ([2, 3], [0, 1])
    kJ = kdotJ(k)
    dH = [unit * (2 * (a + 2.5 * b) * k[s] * one4
                  - 2 * b * (kJ @ J[s] + J[s] @ kJ)) for s in (i, j)]
    I, O = V[:, inside], V[:, outside]
    X, Y = dag(I) @ dH[0] @ O, dag(I) @ dH[1] @ O
    gap = E[inside].mean() - E[outside].mean()
    return I @ (1j * (X @ dag(Y) - Y @ dag(X)) / gap**2) @ dag(I)


print(f"gamma1, gamma2 = {g1:.1f}, {g2:.1f}")
print("k =", k0, f"1/nm, |k| = {knorm:.3f} 1/nm")
print(f"hbar^2/(2 m0) = {unit:.6f} eV nm^2")
levels = np.linalg.eigvalsh(hamiltonian(k0))
formula = unit * knorm**2 * np.array([g1 - 2*g2]*2 + [g1 + 2*g2]*2)
assert np.allclose(levels, formula, rtol=1e-11)
print(f"heavy, light energy = {1e3*levels[0]:.3f}, {1e3*levels[2]:.3f} meV")
print(f"3/(2 k^2) = {1.5/knorm**2:.4f} nm^2")

# explicit projectors and the operator form i P [d_i P, d_j P] P
n0 = k0 / knorm
nJ2 = kdotJ(n0) @ kdotJ(n0)
assert np.allclose(projector(k0, "heavy"), (nJ2 - one4 / 4) / 2, atol=1e-11)
assert np.allclose(projector(k0, "light"), (9 * one4 / 4 - nJ2) / 2, atol=1e-11)

step = 0.01 * knorm
time_reversal = expm(-1j * np.pi * Jy)     # followed by complex conjugation
for band in ("heavy", "light"):
    frame = frame_of(band)
    V = frame(k0)
    worst = 0.0
    for i, j, l in planes:
        dpart, cpart = curvature_parts(frame, k0, i, j, step)
        F = dpart + cpart
        target = predicted(k0, band, l)
        worst = max(worst, np.abs(F - dag(V) @ target @ V).max())
        P = projector(k0, band)
        dPi = partial(lambda k: projector(k, band), k0, i, step)
        dPj = partial(lambda k: projector(k, band), k0, j, step)
        operator = 1j * P @ (dPi @ dPj - dPj @ dPi) @ P
        assert np.allclose(operator, target, atol=1e-4)
        for a, b in ((g1, g2), (4.0, 0.5)):
            S = sum_over_states(k0, band, i, j, a, b)
            assert np.allclose(S, target, atol=1e-8)
        reversed_F = time_reversal @ S.conj() @ dag(time_reversal)
        assert np.allclose(reversed_F, -S, atol=1e-8)
        assert abs(np.trace(F)) < 1e-4
        values = np.linalg.eigvalsh((F + dag(F)) / 2)
        print(f"{band} F_{'xyz'[i]}{'xyz'[j]} eigenvalues ="
              f" {values[0]:.4f}, {values[1]:.4f} nm^2")
    assert worst < 1e-4                    # finite-difference error
    print(f"{band}: largest deviation from formula = {worst:.1e} nm^2")

# parallel transport: centre -> corner -> around a square -> centre
side = 0.02 * knorm
corners = [(0, 0), (-1, -1), (1, -1), (1, 1), (-1, 1), (-1, -1), (0, 0)]
print(f"loop side = {side:.4f} 1/nm")
for band in ("heavy", "light"):
    V = frame_of(band)(k0)
    moved = V.copy()
    for start, end in zip(corners[:-1], corners[1:]):
        for t in np.arange(1, 11) / 10:
            xy = (1 - t) * np.array(start) + t * np.array(end)
            k = k0 + side / 2 * np.array([xy[0], xy[1], 0.0])
            moved = projector(k, band) @ moved
    W = orthonormal(dag(V) @ moved)
    F_loop = (W - dag(W)) / (2j * side**2)
    F_target = dag(V) @ predicted(k0, band, 2) @ V
    assert np.abs(F_loop - F_target).max() < 2e-3 * np.abs(F_target).max()
    val = np.linalg.eigvalsh(F_loop)
    print(f"{band} F_xy from loop = {val[0]:.3f}, {val[1]:.3f} nm^2")


# gauge change that varies with k, tested on the light holes
def gauge(k):
    s = k / knorm
    return expm(1j * (s[0] * sx + s[1] * s[2] * sy + s[0] * s[1] * sz
                      + s[2]**2 * np.eye(2)))


old = frame_of("light")
new = lambda k: old(k) @ gauge(k)
U = gauge(k0)
d_old, c_old = curvature_parts(old, k0, 0, 1, step)
d_new, c_new = curvature_parts(new, k0, 0, 1, step)
A_old, A_new = connection(old, k0, 0, step), connection(new, k0, 0, step)
A_rule = dag(U) @ A_old @ U + 1j * dag(U) @ partial(gauge, k0, 0, step)
assert np.allclose(A_new, A_rule, atol=1e-5)
miss_A = np.linalg.norm(A_new - dag(U) @ A_old @ U)
miss_d = np.linalg.norm(d_new - dag(U) @ d_old @ U)
miss_F = np.linalg.norm(d_new + c_new - dag(U) @ (d_old + c_old) @ U)
assert miss_F < 1e-4 and miss_d > 0.1 and miss_A > 0.1
print("norm of X' - U^+ X U under the gauge change (light holes):")
print(f"  X = A_x: {miss_A:.3f} nm")
print(f"  X = d_x A_y - d_y A_x: {miss_d:.3f} nm^2")
print(f"  X = F_xy: {miss_F:.1e} nm^2")

# helicity frame in the angles (theta, phi)
theta = np.pi / 3
q = np.array([theta, 0.4])
c, s = np.cos(theta), np.sin(theta)
direction = np.array([s * np.cos(q[1]), s * np.sin(q[1]), c])
print(f"helicity frame at theta = {np.degrees(theta):.1f} deg, dimensionless:")
expected = {"heavy": (-1.5 * s * sz, 0 * sz),
            "light": (-s / 2 * sz - c * sx, c * sx + 2 * s * sz)}
for band in ("heavy", "light"):
    cols = columns[band]
    helicity_frame = lambda p: rotation(p[0], p[1])[:, cols]
    V = helicity_frame(q)
    assert np.allclose(kdotJ(direction) @ V, V * m[cols], atol=1e-11)
    A_theta = connection(helicity_frame, q, 0, 0.01)
    A_phi = connection(helicity_frame, q, 1, 0.01)
    assert np.allclose(A_theta, Jy[np.ix_(cols, cols)], atol=1e-6)
    assert np.allclose(A_phi, (c * Jz - s * Jx)[np.ix_(cols, cols)], atol=1e-6)
    parts = curvature_parts(helicity_frame, q, 0, 1, 0.01)
    for name, part, want in zip(("derivative", "commutator"),
                                parts, expected[band]):
        assert np.allclose(part, want, atol=1e-5)
        x, z = [np.trace(part @ p).real / 2 + 0.0 for p in (sx, sz)]
        print(f"  {band} {name}: sigma_x {x:.4f}, sigma_z {z:.4f}")
    total = np.trace((parts[0] + parts[1]) @ sz).real / 2
    print(f"  {band} F_theta,phi / sin(theta): sigma_z {total/s:.4f}")

# Abelian curvature of one helicity state, compared with the level's matrix
for index, lam, band in ((3, 1.5, "heavy"), (2, 0.5, "light")):
    ref = reference[:, [3 - index]]

    def single(k):
        v = np.linalg.eigh(kdotJ(k))[1][:, [index]]
        return orthonormal(v @ (dag(v) @ ref))

    d, comm = curvature_parts(single, k0, 0, 1, step)
    abelian = (d + comm)[0, 0].real
    assert abs(abelian + lam * k0[2] / knorm**3) < 1e-4
    v = single(k0)
    S = sum_over_states(k0, band, 0, 1, g1, g2)
    in_level = (dag(v) @ S @ v)[0, 0].real
    print(f"lambda = {lam}: F_xy alone {abelian:.4f},"
          f" in {band} pair {in_level:.4f} nm^2")

print("OK")
```

Output:

```
gamma1, gamma2 = 7.0, 2.0
k = [0.1 0.2 0.2] 1/nm, |k| = 0.300 1/nm
hbar^2/(2 m0) = 0.038100 eV nm^2
heavy, light energy = 10.287, 37.719 meV
3/(2 k^2) = 16.6667 nm^2
heavy F_xy eigenvalues = -11.1111, 11.1111 nm^2
heavy F_yz eigenvalues = -5.5556, 5.5556 nm^2
heavy F_zx eigenvalues = -11.1111, 11.1111 nm^2
heavy: largest deviation from formula = 7.7e-07 nm^2
light F_xy eigenvalues = -11.1111, 11.1111 nm^2
light F_yz eigenvalues = -5.5556, 5.5556 nm^2
light F_zx eigenvalues = -11.1111, 11.1111 nm^2
light: largest deviation from formula = 1.1e-06 nm^2
loop side = 0.0060 1/nm
heavy F_xy from loop = -11.112, 11.112 nm^2
light F_xy from loop = -11.110, 11.110 nm^2
norm of X' - U^+ X U under the gauge change (light holes):
  X = A_x: 5.485 nm
  X = d_x A_y - d_y A_x: 32.051 nm^2
  X = F_xy: 3.2e-06 nm^2
helicity frame at theta = 60.0 deg, dimensionless:
  heavy derivative: sigma_x 0.0000, sigma_z -1.2990
  heavy commutator: sigma_x 0.0000, sigma_z -0.0000
  heavy F_theta,phi / sin(theta): sigma_z -1.5000
  light derivative: sigma_x -0.5000, sigma_z -0.4330
  light commutator: sigma_x 0.5000, sigma_z 1.7321
  light F_theta,phi / sin(theta): sigma_z 1.5000
lambda = 1.5: F_xy alone -11.1111, in heavy pair -11.1111 nm^2
lambda = 0.5: F_xy alone -3.7037, in light pair 11.1111 nm^2
OK
```
